# Capture-to-Emission Time Ratio of an Acceptor Trap in Equilibrium

A simulated trap at 300 K spends on average 4.697 ms empty and 2.002 ms filled before it switches. The filled trap lies 40 meV above the Fermi level, and the Boltzmann factor for that energy is 4.70. Yet the ratio of the two times is 2.346, half as large. What supplies the factor of one half, and when would it be another number?

## 1. Three states and a record

The trap sits in the oxide near a silicon channel and exchanges single electrons with it. It is of acceptor type: neutral when empty, singly negative when filled. Each exchange switches the channel current between two levels, which is random telegraph noise. Define

- \(\tau_c\), the mean time spent empty, waiting for capture;
- \(\tau_e\), the mean time spent filled, waiting for emission.

Let \(E_0\) and \(E_1\) be the lowest total energies of the empty and filled trap, and let
\[
E_T=E_1-E_0 .
\]
This difference includes the relaxation of the lattice around the captured electron and the electrostatic energy at the given bias. It is therefore not the energy of a bare orbital. \(E_T\) and the Fermi level \(E_F\) are measured from the same zero of electron energy. Energies are in meV and times in ms.

In the simulated trap the empty state is a closed shell, and the captured electron can have spin up or down. With no magnetic field these two filled states have equal energy. There are thus three microstates: empty, up and down. Filling the trap takes an electron from the channel at a cost \(E_T-E_F\), so relative to the empty state each filled state has the weight
\[
w=e^{-(E_T-E_F)/kT},\qquad kT=25.852\ \text{meV}.
\]
Section 3 derives this weight; here it defines the model.

The rule of motion is simple. Once per millisecond one of the other two microstates is proposed, each with probability \(1/2\). The move is accepted with probability 1 if the new weight is at least as large as the old one, and otherwise with probability equal to new weight over old.

From the empty state both proposals lead to a filled state, and either is accepted with probability \(w\). The probability of leaving in one step is
\[
p_c=\tfrac12 w+\tfrac12 w=w .
\]
From a filled state, half of the proposals lead to the empty state and are accepted, since \(w<1\). The other half flip the spin and leave the trap filled. Hence \(p_e=\tfrac12\).

If the leaving probability per step is \(p\), the mean number of steps \(m\) obeys \(m=1+(1-p)m\): one step is always taken, and with probability \(1-p\) the wait begins afresh. So \(m=1/p\), and
\[
\tau_c=\frac{1\ \text{ms}}{w}=4.70\ \text{ms},\qquad
\tau_e=2\ \text{ms},\qquad
\frac{\tau_c}{\tau_e}=\frac{1}{2w}=2.349 .
\]
The factor of one half is now visible: an empty trap has two states to go to, and a filled trap has one.

The measured ratio 2.346 comes from a record of two million steps with 298,554 complete empty intervals. A wait with leaving probability \(p\) has relative standard deviation \(\sqrt{1-p}\), so the relative standard error of the ratio of means is about
\[
\sqrt{\frac{(1-0.213)+(1-0.5)}{298554}}\approx0.002 .
\]
The deviation from 2.349 is about 0.1 percent, within this error.

This argument used one particular rule of motion. A general result must not depend on it.

## 2. From waiting times to occupation

Take any stationary record with two charge states. Empty and filled intervals alternate, so their numbers differ by at most one. Over a long record with \(n\) intervals of each kind, the total empty time approaches \(n\tau_c\) and the total filled time \(n\tau_e\). The filled fraction is
\[
f=\frac{n\tau_e}{n\tau_c+n\tau_e}=\frac{\tau_e}{\tau_c+\tau_e},
\qquad
1-f=\frac{\tau_c}{\tau_c+\tau_e}.
\]
Dividing the second expression by the first gives
\[
\boxed{\frac{\tau_c}{\tau_e}=\frac{1-f}{f}}
\]
No law for the distribution of waiting times was needed. The means must exist, and the record must be long enough for averages to settle.

For the simulated record, \(2.002/(4.697+2.002)=0.2989\), which is also the filled fraction found by counting time steps.

If, in addition, the trap is in equilibrium with the channel and visits all its microstates in the course of time (ergodicity), the time fraction \(f\) equals the equilibrium probability of finding the trap filled. That probability follows from counting states.

## 3. Occupation by counting

Place the trap and the channel together, with a fixed total of \(N\) electrons beyond those of the neutral trap. If the trap is empty, the channel holds \(N\); if it is filled, the channel holds \(N-1\). Let \(Z(N)\) be the canonical partition function of the channel, and let \(g_0\) and \(g_1\) be the numbers of degenerate microstates of the empty and filled trap. For now there are no excited microstates. With a common normalizing constant, the probabilities are
\[
P_0\propto g_0e^{-E_0/kT}Z(N),\qquad
P_1\propto g_1e^{-E_1/kT}Z(N-1).
\]
Their ratio is
\[
\frac{P_1}{P_0}=\frac{g_1}{g_0}\,e^{-E_T/kT}\,\frac{Z(N-1)}{Z(N)} .
\]
The channel free energy is \(F(N)=-kT\ln Z(N)\), so \(Z(N)=e^{-F(N)/kT}\) and
\[
\frac{Z(N-1)}{Z(N)}=e^{[F(N)-F(N-1)]/kT}.
\]
The difference in the exponent is the free energy of one added electron. In a large channel this is the Fermi level, meaning the chemical potential at temperature \(T\). Therefore
\[
\frac{P_1}{P_0}=\frac{g_1}{g_0}\,e^{(E_F-E_T)/kT}.
\]
The sign is as it should be: raising \(E_F\) makes the filled trap more probable. For \(g_0=1\), each of the \(g_1\) filled states has the weight \(w\) used in section 1.

Since \(P_0+P_1=1\) and \(f=P_1\),
\[
f=\frac{P_1/P_0}{1+P_1/P_0}
=\frac{1}{1+P_0/P_1}
=\frac{1}{1+\dfrac{g_0}{g_1}e^{(E_T-E_F)/kT}} .
\]

**How large must the channel be?** Consider 400 single-electron levels spaced by \(0.1\,kT\), holding 170 electrons when the trap is empty. Their partition function can be built one level at a time. A new level of energy \(\varepsilon\) is either empty or filled, so
\[
Z_{\rm new}(n)=Z_{\rm old}(n)+e^{-\varepsilon/kT}Z_{\rm old}(n-1).
\]
The channel holds either 170 or 169 electrons, so its Fermi level is fixed by requiring the sum of Fermi functions to be 169.5. With \(E_T\) placed 40 meV above it, this count gives \(P_0/P_1=2.3493\) for \(g_0=1,\ g_1=2\), the same to five digits as the large-channel formula.

The half electron matters in so small a channel. With evenly spaced levels well inside the band, one more electron raises \(E_F\) by one spacing. Fixing \(E_F\) at 170 electrons would shift it by \(0.05\,kT\) and change the predicted ratio by about 5 percent. As the spacing tends to zero, the distinction disappears.

## 4. The ratio and its degeneracy factor

From the occupation,
\[
\frac{1-f}{f}=\frac1f-1=\frac{g_0}{g_1}e^{(E_T-E_F)/kT}.
\]
With the result of section 2,
\[
\boxed{\frac{\tau_c}{\tau_e}=g\,e^{(E_T-E_F)/kT},\qquad g=\frac{g_0}{g_1}}
\]
The empty-state count stands in the numerator, because more empty states mean more time spent empty.

For the closed-shell neutral trap of section 1, \(g=1/2\), and
\[
\frac{\tau_c}{\tau_e}=\tfrac12e^{40/25.852}=\tfrac12(4.6986)=2.3493,
\qquad f=\frac1{1+2.3493}=0.2986 .
\]

Now take the opposite spin case. The neutral trap has one unpaired electron, and capture pairs it. Here “empty” means that the extra electron is absent, not that the trap has no electrons. The neutral state has two spin directions and the negative state has one, so \(g=2\). At the same energy,
\[
\frac{\tau_c}{\tau_e}=2(4.6986)=9.3972,\qquad
f=\frac1{1+9.3972}=0.0962 .
\]
The two traps have the same \(E_T\), but their ratios differ by a factor of four. “Acceptor” specifies the charges and leaves \(g\) open. Setting \(g=1\) requires equal numbers of microstates in the two charge states.

**Limits.** At \(E_T=E_F\) the ratio is \(g\), not 1: a trap with \(g=1/2\) is then filled two thirds of the time. Equal times require \(g\,e^{(E_T-E_F)/kT}=1\), or
\[
E_T-E_F=-kT\ln g .
\]
For \(g=1/2\) this is \(+kT\ln2=17.92\) meV. For \(g=2\) it is \(-17.92\) meV. As \(T\to0\) at fixed nonzero \(E_T-E_F\), the exponential dominates any fixed \(g\), and the trap stays in its favoured charge state.

A change of \(E_F\) relative to \(E_T\) by \(kT\ln10=59.53\) meV changes the ratio tenfold at 300 K. Raising \(E_F\) lowers the ratio, because the trap is then filled for a larger part of the time.

## 5. Excited microstates and uneven waits

Suppose each charge state has excited microstates. Let \(\delta\) be a microstate's energy above the lowest level of its own charge state. In the count of section 3, each degeneracy is replaced by a sum of Boltzmann factors:
\[
g_0\to z_0=\sum_{i\in\text{empty}}e^{-\delta_i/kT},\qquad
g_1\to z_1=\sum_{i\in\text{filled}}e^{-\delta_i/kT}.
\]
Nothing else changes, so
\[
\frac{\tau_c}{\tau_e}=\frac{z_0}{z_1}e^{(E_T-E_F)/kT}.
\]
If all excitation energies are much larger than \(kT\), this returns to \(g_0/g_1\). Harmonic lattice vibrations contribute equal factors to \(z_0\) and \(z_1\), which cancel, if capture leaves their frequencies unchanged. If the frequencies do change, a mode with \(\hbar\omega\ll kT\) has partition function \(kT/\hbar\omega\) and multiplies \(z_0/z_1\) by \(\omega_1/\omega_0\), its frequency in the filled trap over that in the empty trap. Three such modes softened by 20 percent give \(0.8^3\approx0.51\), as large an effect as the spin count. In a real trap the spin factor \(1/2\) or \(2\) may therefore be only part of the effective \(g\).

As a case, give the empty trap states \(a\) at 0 and \(b\) at 15 meV. Give the filled trap two lowest states \(c,d\) and a state \(e\) 30 meV above them. Then
\[
z_0=1+e^{-15/25.852}=1.5598,\qquad
z_1=2+e^{-30/25.852}=2.3133,
\]
and the effective factor is \(z_0/z_1=0.6742\). With \(E_T-E_F=40\) meV, the ratio is \(0.6742\times4.6986=3.168\).

This case also shows that the waits need not be exponential. Let \(\Phi_i\) be the energy of microstate \(i\), including the cost \(-E_F\) of a captured electron and measured from \(a\). Choose transition rates
\[
k_{ij}=s_{ij}e^{\Phi_i/kT},\qquad s_{ij}=s_{ji}.
\]
Then \(e^{-\Phi_i/kT}k_{ij}=s_{ij}=e^{-\Phi_j/kT}k_{ji}\): in equilibrium each transition is balanced by its reverse. In an arbitrary unit of rate, take \(s_{ab}=0.03\), \(s_{ac}=1\), \(s_{ad}=0.7\), \(s_{ae}=0.2\), \(s_{bc}=0.02\), \(s_{bd}=0.01\), \(s_{be}=0.05\), \(s_{cd}=0.5\), \(s_{ce}=0.1\), \(s_{de}=0.04\).

Let \(k_i=\sum_jk_{ij}\) be the total rate out of \(i\). The mean remaining empty time \(m_i\), starting from empty state \(i\), is the mean wait \(1/k_i\) plus whatever remains after a jump within the empty set:
\[
m_i=\frac1{k_i}+\sum_{j\in\text{empty}}\frac{k_{ij}}{k_i}m_j .
\]
For the mean square \(q_i\), square the sum of the first wait and the remaining time. The first wait is exponential, with mean square \(2/k_i^2\), and is independent of the next state. Thus
\[
q_i=\frac2{k_i^2}+\frac2{k_i}\sum_j\frac{k_{ij}}{k_i}m_j+\sum_j\frac{k_{ij}}{k_i}q_j
=\frac{2m_i}{k_i}+\sum_j\frac{k_{ij}}{k_i}q_j,
\]
with \(j\) in the empty set; the last step uses the equation for \(m_i\). Both moments are averaged over the state in which an empty interval begins, weighted by the stationary flow into it. The filled times are treated in the same way.

Solving these linear equations numerically gives \(\tau_c/\tau_e=3.1680\), in agreement with the partition functions. The empty times have a standard deviation of 2.18 times their mean; an exponential law would give 1. The rates explain the spread. State \(a\) captures at total rate \(1+0.7+0.2=1.9\), while \(b\) captures at \(0.08\,e^{15/25.852}=0.14\), and exchange between \(a\) and \(b\) is slow. The record mixes many short waits with a few long ones, yet the ratio of means keeps its equilibrium value.

Temperature can also change the effective factor. Write \(\beta=1/kT\) and keep all energies and \(E_F\) fixed. Since \(d\ln z/d\beta=-\langle\delta\rangle\),
\[
\frac{d}{d\beta}\ln\frac{\tau_c}{\tau_e}
=E_T-E_F+\langle\delta\rangle_1-\langle\delta\rangle_0 ,
\]
where the averages are over the filled (1) and empty (0) microstates. A plot against inverse temperature thus yields the difference of mean energies, which equals \(E_T-E_F\) if the two mean excitations are equal. A Fermi level that moves with temperature adds its own contribution.

## 6. The same ratio from capture and emission rates

Equilibrium counting says nothing about how an electron enters the trap. A specific mechanism shows how the details cancel.

Describe the lattice by one classical coordinate \(u\), with its minimum at \(u=0\) for the empty trap and \(u=1\) for the filled trap. Let \(L\) be the relaxation energy, and take equal curvatures. For a channel electron of energy \(E\), the energies before and after capture are
\[
E+Lu^2\quad\text{and}\quad E_T+L(u-1)^2 .
\]
Put \(x=E-E_T\). The curves cross where
\[
x+Lu^2=Lu^2-2Lu+L\quad\Longrightarrow\quad u=\frac{L-x}{2L}.
\]
The energy needed to reach the crossing is \(B_c=Lu^2\) for capture and \(B_e=L(1-u)^2\) for emission. Their difference is
\[
B_e-B_c=L(1-2u)=L\frac{x}{L}=x .
\]
The electronic coupling and the curvature are the same in both directions, so the rates per channel have equal prefactors and
\[
\frac{w_c(E)}{w_e(E)}=e^{(B_e-B_c)/kT}=e^{(E-E_T)/kT}.
\]

Capture needs an occupied channel state, and emission needs a vacant one. Let \(D(E)\) be the density of states per spin, and \(F_E=1/[1+e^{(E-E_F)/kT}]\) the Fermi function. With \(n_c\) and \(n_e\) spin-allowed channels, the total rates are
\[
c=n_c\int D F_E w_c\,dE,\qquad
r=n_e\int D(1-F_E)w_e\,dE .
\]
Since \(F_E/(1-F_E)=e^{-(E-E_F)/kT}\), the two integrands are related at every energy by
\[
\frac{F_Ew_c}{(1-F_E)w_e}
=e^{-(E-E_F)/kT}e^{(E-E_T)/kT}=e^{(E_F-E_T)/kT}.
\]
The electron energy \(E\) has dropped out, so the factor may be taken outside the integral. With \(\tau_c=1/c\) and \(\tau_e=1/r\),
\[
\frac{\tau_c}{\tau_e}=\frac rc=\frac{n_e}{n_c}e^{(E_T-E_F)/kT}.
\]
An empty closed-shell trap can capture either spin, but once filled it can emit only the spin it holds: \(n_c=2,\ n_e=1\). A trap with an unpaired electron can capture only the opposite spin, but the resulting pair can lose either electron: \(n_c=1,\ n_e=2\). These counts reproduce \(g=1/2\) and \(g=2\).

Integration by Simpson's rule, with \(L=600\) meV and a constant density of states starting 50 meV above \(E_F\), gives 2.3493 and 9.3972 for the two cases. Changing \(L\) or \(D\) would alter the individual times but not their ratio. A common factor multiplying \(c\) and \(r\), such as weaker tunnelling to a more distant trap, also cancels. Equilibrium therefore fixes the ratio and leaves the time scale undetermined.

## 7. Where the formula fails: two Fermi levels

Let the closed-shell trap also exchange electrons with the gate, whose Fermi level lies 200 meV below that of the channel. The rates add:
\[
\frac{\tau_c}{\tau_e}=\frac{r_{\rm ch}+r_{\rm g}}{c_{\rm ch}+c_{\rm g}} .
\]
Use the rates of section 6 for both. Give the gate a constant density of states starting 3000 meV below the channel Fermi level, and multiply its rates by 0.01 for weaker coupling. The same integration now gives 4.580 instead of 2.349. Moving the gate Fermi level up to that of the channel restores 2.349.

A coupling of one percent has such an effect because the gate offers vacant states far below the trap level, and emission into them has a lower barrier. From section 6, \(B_e=(L+x)^2/4L\). This is 155 meV at the channel's band edge (\(x=10\) meV) but only 54 meV at the gate's Fermi level (\(x=-240\) meV), which makes the Boltzmann factor about 50 times larger. This comparison of two energies gives the direction of the effect but not its full size, which also depends on the range of vacant states that contribute. To see how the traffic divides, let \(\eta\) be the fraction of captures that come from the gate. Each reservoir alone obeys the equilibrium ratio with its own Fermi level. For the gate this is \(\tfrac12e^{240/25.852}\approx5.4\times10^3\), and hence
\[
4.580=(1-\eta)\,2.349+\eta\,(5.4\times10^3),
\qquad \eta\approx4\times10^{-4}.
\]
The channel's share of the emissions is \((1-\eta)\,2.349/4.580\approx0.51\). The gate's emission rate before the factor 0.01 is thus about \(0.487/(0.513\times0.01)\approx95\) times that of the channel. In this model almost every electron comes from the channel, but about half leave to the gate. These figures belong to the classical lattice coordinate and the chosen parameters. When the vibrational quanta exceed \(kT\), as many oxide modes do at 300 K, the rates and their division between the reservoirs change, while the equilibrium ratio does not. A steady current flows through the trap, and neither reservoir's Fermi level gives its occupation through the equilibrium formula.

Inserting 4.580 into the equilibrium formula with \(g=1/2\) would give an apparent \(E_T-E_F\) of \(25.852\ln(2\times4.580)\approx57\) meV instead of 40 meV.

## 8. Reading the level from a record

When the equilibrium conditions hold, solving for the energy gives
\[
E_T-E_F=kT\ln\!\left(\frac1g\,\frac{\tau_c}{\tau_e}\right).
\]
The simulated record yields 39.96 meV with \(g=1/2\). Setting \(g=1\) gives 22.04 meV. The difference is \(kT\ln2=17.92\) meV, far more than the statistical error: a relative error of 0.002 in the ratio shifts the energy by about \(0.002\,kT\approx0.05\) meV.

The record of one trap at one bias and temperature therefore determines the combination \(E_T-E_F+kT\ln g\). Separating its parts requires further information, such as knowledge of the trap's microstates or records at several temperatures over which \(g\) is constant and the change of \(E_T-E_F\) is known. If the Fermi level moves with temperature and this is ignored, a straight-line fit against \(1/kT\) can return both a wrong energy and a wrong \(g\). A bias sweep at fixed temperature is less demanding: if \(g\) stays constant, it cancels from the change in \(\ln(\tau_c/\tau_e)\), and the sweep gives the change in \(E_T-E_F\) directly. This holds only if the trap stays in equilibrium with the channel alone at every bias. Exchange with the gate must be negligible, since a gate sweep separates the two Fermi levels as in section 7, and the drain voltage used to read the current must be small compared with \(kT/q\).
